# Slater's transition-state rule and its third-derivative error: a program that tests the result

```python
# Result under test: Slater's transition-state rule
#     I = E(0) - E(1) = -eps(1/2) - E'''/24 - E^(5)/1920 - ...
# x: occupation of the departing electron (1 = initial atom, 0 = ion);
# E(x): self-consistent total energy; eps(x): eigenvalue of its shell;
# I: ionisation energy. Janak's theorem, E'(x) = eps(x), is tested too.
# For the Hartree-Fock configuration average of a 1s shell with q electrons,
# the slope is instead eps + U/2, U being the 1s-1s Coulomb integral.
# System: carbon, exchange-only local density, spherical and spin-unpolarised.
# Internal units are atomic units; output is in eV and angstrom.
from math import factorial
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 6
CX = 0.75 * (3 / np.pi) ** (1 / 3)
FULL = (2.0, 2.0, 2.0)                  # electrons in 1s, 2s, 2p
SHELLS = ((0, 0), (0, 1), (1, 0))       # (angular momentum, level index)

# Exponents of the Slater functions r^l exp(-zeta r), and logarithmic grid.
zetas = 0.5 * 1.6 ** np.arange(9)
step = 0.03
r = np.exp(np.arange(np.log(1e-5), np.log(45.0), step))
w = step * r
vol = 4 * np.pi * r**2 * w
coul = 1 / np.maximum.outer(r, r)
# The kink of 1/max(r,r') gives the trapezoidal rule a known diagonal error.
coul[np.diag_indices(len(r))] *= 1 - step / 12


def make_basis(l):
    """Orthonormal radial functions, kinetic and nuclear matrices."""
    s = np.add.outer(zetas, zetas)
    prod = np.multiply.outer(zetas, zetas)

    def moment(k):
        return factorial(k) / s ** (k + 1)

    kin = 0.5 * ((l + 1) * (2 * l + 1) * moment(2 * l)
                 - (l + 1) * s * moment(2 * l + 1)
                 + prod * moment(2 * l + 2))
    nuc = -Z * moment(2 * l + 1)
    x = np.linalg.inv(np.linalg.cholesky(moment(2 * l + 2))).T
    values = (r ** (l + 1))[:, None] * np.exp(-np.outer(r, zetas))
    return values @ x, x.T @ kin @ x, x.T @ nuc @ x


BASIS = [make_basis(0), make_basis(1)]


def shell_charges(coefs):
    """Charge of one electron of each shell in every grid cell."""
    return [w * (BASIS[l][0] @ c) ** 2 for (l, _), c in zip(SHELLS, coefs)]


def energy(coefs, occ):
    """Total energy for given orbitals and occupations."""
    charge = sum(f * p for f, p in zip(occ, shell_charges(coefs)))
    one = sum(f * (c @ (BASIS[l][1] + BASIS[l][2]) @ c)
              for f, (l, _), c in zip(occ, SHELLS, coefs))
    exchange = -CX * np.sum(vol * (charge / vol) ** (4 / 3))
    return one + 0.5 * charge @ coul @ charge + exchange


def solve(occ):
    """Self-consistent energy, shell eigenvalues and orbitals."""
    charge = sum(occ) * 13.5 * r**2 * np.exp(-3 * r) * w
    for _ in range(800):
        pot = coul @ charge - 4 / 3 * CX * (charge / vol) ** (1 / 3)
        levels = []
        for b, kin, nuc in BASIS:
            levels.append(np.linalg.eigh(
                kin + nuc + b.T @ ((w * pot)[:, None] * b)))
        eps = np.array([levels[l][0][k] for l, k in SHELLS])
        coefs = [levels[l][1][:, k] for l, k in SHELLS]
        new = sum(f * p for f, p in zip(occ, shell_charges(coefs)))
        if np.abs(new - charge).sum() < 1e-10:
            return energy(coefs, occ), eps, coefs
        charge = charge + 0.4 * (new - charge)
    raise AssertionError("self-consistency not reached")


def occupations(shell, x):
    occ = list(FULL)
    occ[shell] += x - 1
    return occ


def config_average(q):
    """Hartree-Fock average energy, eigenvalue and U of the shell 1s^q."""
    b, kin, nuc = BASIS[0]
    charge = 4 * 5.0**3 * r**2 * np.exp(-10 * r) * w
    for _ in range(500):
        pot = (q - 1) * (coul @ charge)
        vals, vecs = np.linalg.eigh(
            kin + nuc + b.T @ ((w * pot)[:, None] * b))
        c = vecs[:, 0]
        new = w * (b @ c) ** 2
        if np.abs(new - charge).sum() < 1e-10:
            pair = new @ coul @ new
            total = q * (c @ (kin + nuc) @ c) + 0.5 * q * (q - 1) * pair
            return total, vals[0], pair
        charge = 0.5 * (charge + new)
    raise AssertionError("self-consistency not reached")


# Midpoint coefficients from the exact integral of an exponential slope.
k, t = sp.symbols("k t", positive=True)
half_unit = sp.Rational(1, 2)
exact = sp.integrate(sp.exp(k * t), (t, -half_unit, half_unit))
series = sp.series(exact, k, 0, 6).removeO()
assert sp.simplify(series - (1 + k**2 / 24 + k**4 / 1920)) == 0

print("INPUT")
print(f"nuclear charge: {Z}")
print(f"Slater functions per angular momentum: {len(zetas)}")
print(f"exponents: {zetas[0]/ANG:.3f} to {zetas[-1]/ANG:.2f} 1/angstrom")
print(f"radial grid points: {len(r)}")
print(f"outer grid radius: {r[-1]*ANG:.2f} angstrom")

atom_energy, atom_eps, atom_coefs = solve(FULL)
kinetic = sum(f * (c @ BASIS[l][1] @ c)
              for f, (l, _), c in zip(FULL, SHELLS, atom_coefs))
virial = (atom_energy - kinetic) / kinetic
# The finite basis is not closed under a change of length scale.
assert abs(virial + 2) < 2e-3
print(f"carbon total energy: {atom_energy*EV:.3f} eV")
print(f"potential/kinetic energy ratio: {virial:.6f}")

h = 0.1
xs = np.linspace(0, 1, 11)
nodes, weights = np.polynomial.legendre.leggauss(5)
for name, shell in (("2p", 2), ("1s", 0)):
    runs = [solve(occupations(shell, x)) for x in xs]
    e = np.array([run[0] for run in runs])
    eps = np.array([run[1][shell] for run in runs])
    ionisation = e[0] - e[10]
    half = eps[5]

    # Janak's theorem: slope of total energies against the eigenvalue.
    slope = (e[3] - 8 * e[4] + 8 * e[6] - e[7]) / (12 * h)
    assert abs(slope - half) < 1e-5
    integral = sum(0.5 * g * solve(occupations(shell, 0.5 * (1 + y)))[1][shell]
                   for y, g in zip(nodes, weights))
    assert abs(ionisation + integral) < 1e-6

    # Third derivative from total energies, fifth from eigenvalues.
    third = (-e[8] + 8 * e[7] - 13 * e[6]
             + 13 * e[4] - 8 * e[3] + e[2]) / (8 * h**3)
    fifth = (eps[7] - 4 * eps[6] + 6 * eps[5] - 4 * eps[4] + eps[3]) / h**4
    defect = ionisation + half
    after_third = defect + third / 24
    after_fifth = after_third + fifth / 1920
    # Left over: the seventh-derivative term and finite-difference errors.
    assert abs(after_fifth) < 3e-5
    curvature = np.diff(eps, 2) / h**2
    mean_third = -24 * defect
    assert curvature.min() < mean_third < curvature.max()
    assert abs(defect) < 0.1 * abs(ionisation + eps[10])

    # Frozen orbitals: only exchange is more than quadratic in occupation.
    coefs = runs[5][2]
    d = 0.02
    fe = [energy(coefs, occupations(shell, 0.5 + m * d))
          for m in (-2, -1, 1, 2)]
    frozen_numeric = (fe[3] - 2 * fe[2] + 2 * fe[1] - fe[0]) / (2 * d**3)
    parts = shell_charges(coefs)
    rho = sum(f * p for f, p in zip(occupations(shell, 0.5), parts)) / vol
    p = parts[shell] / vol
    frozen = 8 / 27 * CX * np.sum(vol * p**3 / rho ** (5 / 3))
    assert abs(frozen_numeric / frozen - 1) < 2e-3

    radii = np.array([shell_charges(run[2])[2] @ r for run in runs])
    assert np.all(np.diff(radii) > 0)

    print(f"CARBON, REMOVAL OF ONE {name} ELECTRON")
    print(f"I from total energies: {ionisation*EV:.4f} eV"
          f" = {ionisation:.6f} hartree")
    print(f"-eps at x=1: {-eps[10]*EV:.4f} eV")
    print(f"-eps at x=1/2: {-half*EV:.4f} eV")
    print(f"-eps at x=0: {-eps[0]*EV:.4f} eV")
    print(f"I minus (-eps(1/2)): {defect*EV:.5f} eV")
    print(f"E''' at x=1/2: {third*EV:.4f} eV")
    print(f"  frozen-orbital exchange part: {frozen*EV:.4f} eV")
    print(f"  relaxation part: {(third-frozen)*EV:.4f} eV")
    print(f"-E'''/24: {-third/24*EV:.5f} eV")
    print(f"-E^(5)/1920: {-fifth/1920*EV:.5f} eV")
    print(f"remainder after both terms: {after_fifth*EV:.6f} eV")
    print(f"E''' value required by exact remainder: {mean_third*EV:.4f} eV")
    print(f"mean 2p radius, x=1, 1/2, 0: {radii[10]*ANG:.4f},"
          f" {radii[5]*ANG:.4f}, {radii[0]*ANG:.4f} angstrom")

# Configuration average of the 1s shell: C4+ (q=2) to C5+ (q=1).
e1, _, pair1 = config_average(1.0)
e2, _, _ = config_average(2.0)
_, eps_mid, pair_mid = config_average(1.5)
# The exact one-electron orbital is not itself a member of the basis.
assert abs(e1 + Z**2 / 2) < 1e-3
assert abs(pair1 - 5 * Z / 8) < 5e-3
d = 0.01
slope = (config_average(1.5 + d)[0] - config_average(1.5 - d)[0]) / (2 * d)
assert abs(slope - (eps_mid + pair_mid / 2)) < 2e-5
g = [config_average(1.5 + m * h)[0] for m in (-2, -1, 1, 2)]
third_av = (g[3] - 2 * g[2] + 2 * g[1] - g[0]) / (2 * h**3)
ion_av = e1 - e2
corrected = -(eps_mid + pair_mid / 2)
assert abs(ion_av - corrected + third_av / 24) < 1e-4
assert abs(ion_av + eps_mid) > 1.0

print("C4+ TO C5+, HARTREE-FOCK CONFIGURATION AVERAGE")
print(f"I from total energies: {ion_av*EV:.4f} eV = {ion_av:.6f} hartree")
print(f"-eps at q=3/2: {-eps_mid*EV:.4f} eV")
print(f"U/2 at q=3/2: {pair_mid/2*EV:.4f} eV")
print(f"-(eps+U/2) at q=3/2: {corrected*EV:.4f} eV")
print(f"I minus that value: {(ion_av-corrected)*EV:.5f} eV")
print(f"E''' at q=3/2: {third_av*EV:.4f} eV")
print(f"-E'''/24: {-third_av/24*EV:.5f} eV")

# One variational exponent: minimise, then test the rule symbolically.
q, zeta, charge_z = sp.symbols("q zeta Z", positive=True)
trial = (q * (zeta**2 / 2 - charge_z * zeta)
         + q * (q - 1) / 2 * sp.Rational(5, 8) * zeta)
best = sp.solve(sp.diff(trial, zeta), zeta)[0]
model = sp.expand(trial.subs(zeta, best))
closed = -q / 2 * (charge_z - sp.Rational(5, 16) * (q - 1)) ** 2
assert sp.expand(model - closed) == 0
mid = sp.Rational(3, 2)
model_ion = model.subs(q, 1) - model.subs(q, 2)
model_slope = sp.diff(model, q).subs(q, mid)
model_third = sp.diff(model, q, 3)
assert sp.simplify(model_ion + model_slope + model_third / 24) == 0
assert sp.diff(trial, q, 3) == 0
print("C4+ TO C5+, ONE-EXPONENT MODEL")
print(f"I: {float(model_ion.subs(charge_z, Z))*EV:.4f} eV")
print(f"-E'(3/2): {-float(model_slope.subs(charge_z, Z))*EV:.4f} eV")
print(f"E''': {float(model_third)*EV:.4f} eV")
print(f"-E'''/24: {-float(model_third)/24*EV:.5f} eV")
print("OK")
```

It prints:

```
INPUT
nuclear charge: 6
Slater functions per angular momentum: 9
exponents: 0.945 to 40.58 1/angstrom
radial grid points: 511
outer grid radius: 23.35 angstrom
carbon total energy: -1008.280 eV
potential/kinetic energy ratio: -2.000003
CARBON, REMOVAL OF ONE 2p ELECTRON
I from total energies: 9.7423 eV = 0.358024 hartree
-eps at x=1: 4.2983 eV
-eps at x=1/2: 9.5942 eV
-eps at x=0: 15.7820 eV
I minus (-eps(1/2)): 0.14810 eV
E''' at x=1/2: -3.5369 eV
  frozen-orbital exchange part: 0.1554 eV
  relaxation part: -3.6923 eV
-E'''/24: 0.14737 eV
-E^(5)/1920: 0.00068 eV
remainder after both terms: 0.000051 eV
E''' value required by exact remainder: -3.5544 eV
mean 2p radius, x=1, 1/2, 0: 0.9742, 0.8761, 0.8049 angstrom
CARBON, REMOVAL OF ONE 1s ELECTRON
I from total energies: 299.5014 eV = 11.006474 hartree
-eps at x=1: 268.9609 eV
-eps at x=1/2: 299.2486 eV
-eps at x=0: 331.0449 eV
I minus (-eps(1/2)): 0.25285 eV
E''' at x=1/2: -6.1190 eV
  frozen-orbital exchange part: 4.2517 eV
  relaxation part: -10.3707 eV
-E'''/24: 0.25496 eV
-E^(5)/1920: -0.00210 eV
remainder after both terms: -0.000014 eV
E''' value required by exact remainder: -6.0683 eV
mean 2p radius, x=1, 1/2, 0: 0.9742, 0.7918, 0.6786 angstrom
C4+ TO C5+, HARTREE-FOCK CONFIGURATION AVERAGE
I from total energies: 390.7892 eV = 14.361240 hartree
-eps at q=3/2: 439.9177 eV
U/2 at q=3/2: 49.5078 eV
-(eps+U/2) at q=3/2: 390.4099 eV
I minus that value: 0.37935 eV
E''' at q=3/2: -9.1040 eV
-E'''/24: 0.37933 eV
C4+ TO C5+, ONE-EXPONENT MODEL
I: 390.4196 eV
-E'(3/2): 390.0874 eV
E''': -7.9721 eV
-E'''/24: 0.33217 eV
OK
```
